# Voltage drop on a leaky crossbar line driven from both ends

## Problem

In a crossbar memory, a cell sits at every crossing of a word line and a bit line. When one cell is addressed by the half-voltage scheme, the other cells on its word line are half selected: they see about half the full voltage, and each leaks a small current. The word line has to supply all these currents through its own resistance, so its voltage falls with distance from the driver.

Take a straight, uniform word line of length $L$ and total resistance $R$. The leakage is spread evenly along it, adds up to $I$, and does not depend on the local voltage. The state is steady and the bit lines are held at fixed voltages. The drivers are ideal voltage sources.

1. The line is driven at its left end and open at its right end. Where is the voltage drop largest, and how large is it?
2. The same line is driven at both ends, by sources of equal voltage. Where is the drop largest now, and by what factor has the maximum changed?
3. How does the answer change for a finite number $N$ of cells, and when the idealizations are relaxed?

For numbers, take a molybdenum line with rough typical values: resistivity $12\ \mu\Omega\,$cm, width 20 nm, height 40 nm, cell pitch 40 nm, $N=1024$ cells, and a leakage $i=10$ nA per cell. One pitch of wire has the resistance

$$r=\frac{(12\times10^{-8}\ \Omega\,\mathrm{m})(40\times10^{-9}\ \mathrm{m})}{(20\times10^{-9}\ \mathrm{m})(40\times10^{-9}\ \mathrm{m})}=6.0\ \Omega .$$

Hence $R=Nr=6.144$ kΩ, $I=Ni=10.24$ μA, and $RI=62.9$ mV. The line is 41 μm long.

## First estimate by scaling

The drop is a resistance times a current. With one driver, the current near the source is $I$ and the resistance to the far end is $R$, so the drop is of order $RI\approx63$ mV. This is an overestimate, because the current shrinks along the way as the cells take their share.

With two equal drivers, the arrangement is its own mirror image. Each driver then supplies the nearer half of the line, which has resistance $R/2$ and draws $I/2$. The drop is of order

$$\frac R2\cdot\frac I2=\frac{RI}{4}\approx 16\ \mathrm{mV}.$$

The estimate therefore predicts a reduction by four: a factor of two from the shorter path and another from the smaller current. In terms of length, the resistance and the collected leakage are both proportional to the length served by a driver, so the drop goes as its square. The estimate leaves open the numerical coefficient, and whether it is the same in both cases.

## Exact solution for a continuous line

Let $x$ be the distance from the left driver, $J(x)$ the line current towards increasing $x$, and $u(x)$ the amount by which the line lies below the left source. A piece of length $dx$ has resistance $(R/L)\,dx$, and a current to the right makes the voltage fall, so the drop grows:

$$\frac{du}{dx}=\frac RL\,J .$$

The same piece loses the current $(I/L)\,dx$ to its cells, so

$$\frac{dJ}{dx}=-\frac IL .$$

With $s=x/L$, which runs from 0 to 1, these become $du/ds=RJ$ and $dJ/ds=-I$. Differentiating the first and inserting the second gives

$$\frac{d^2u}{ds^2}=-RI,\qquad u(s)=A+Bs-\frac{RI}{2}s^2 .$$

The constants $A$ and $B$ follow from the conditions at the ends. In both cases the left end is at the source voltage, so $u(0)=0$ and $A=0$.

**One driver.** No current leaves through the open end, so $J(1)=0$. Since $RJ=du/ds=B-RIs$, this requires $B=RI$, and

$$u_1(s)=RI\left(s-\frac{s^2}{2}\right).$$

The slope $RI(1-s)$ is positive up to the open end. The maximum is therefore at $s=1$:

$$u_{1,\max}=\frac{RI}{2}.$$

**Two drivers.** The right end is also at the source voltage, so $u(1)=0$. This gives $B-RI/2=0$, and

$$u_2(s)=\frac{RI}{2}\,s(1-s),\qquad J(s)=\frac1R\frac{du_2}{ds}=I\left(\frac12-s\right).$$

The current entering from the left is $J(0)=I/2$. At the right end $J(1)=-I/2$, which means that $I/2$ enters there too. The current vanishes at $s=1/2$, where the slope of $u_2$ changes from positive to negative, so the maximum is

$$u_{2,\max}=\frac{RI}{2}\cdot\frac12\cdot\frac12=\frac{RI}{8},\qquad \frac{u_{1,\max}}{u_{2,\max}}=4 .$$

For the molybdenum line the maxima are 31.5 mV and 7.9 mV.

**The gain at a given cell.** The factor four compares two maxima at different places. At a fixed position the drop is reduced by

$$\frac{u_1(s)}{u_2(s)}=\frac{s(2-s)/2}{s(1-s)/2}=\frac{2-s}{1-s}=1+\frac1{1-s}.$$

This is 2 close to the left driver, 3 in the middle, and grows without limit towards the right end, which the second source holds at the drive voltage. Near the left driver the gain is 2 because the drop there is the current leaving that driver times a short piece of wire, and this current has been halved.

## Comparison of estimate and solution

The estimates $RI$ and $RI/4$ are both twice the exact maxima. The missing factor $1/2$ has the same origin in each: the current falls linearly to zero between a driver and the point of largest drop, so its mean is half its initial value. The coefficient cancels in the ratio.

The cancellation is no accident of the numbers. In the doubly driven line no current crosses the middle, so the wire could be cut there without changing anything. Each half is then a line with one driver and one open end, the problem of question 1 with $R/2$ and $I/2$ in place of $R$ and $I$. Putting these into $RI/2$ gives $RI/8$ at once.

## A finite number of cells

Let each of $N$ cells draw $i$, and let each wire segment have resistance $r$, including the one between a driver and its nearest cell. Number the cells $k=1,\dots,N$ from the left.

With one driver, segment $m$, which ends at cell $m$, carries the current of cells $m$ to $N$, that is $(N-m+1)i$. Adding the drops up to cell $k$ gives

$$u_k=ri\sum_{m=1}^{k}(N+1-m)=ri\left[k(N+1)-\frac{k(k+1)}2\right]=\frac{ri}{2}\,k(2N+1-k).$$

The last cell, $k=N$, has the largest drop, $ri\,N(N+1)/2$.

With two drivers there are $N+1$ segments. If $J_1$ enters from the left, segment $m$ carries $J_1-(m-1)i$. The drops over all segments must add up to zero, because the sources are equal:

$$(N+1)J_1-i\,\frac{N(N+1)}2=0,\qquad J_1=\frac{Ni}{2}.$$

The drop at cell $k$ is then

$$u_k=r\left[kJ_1-i\,\frac{k(k-1)}2\right]=\frac{ri}{2}\,k(N+1-k).$$

For even $N$ the largest value is at $k=N/2$ (and equally at the next cell); for odd $N$ it is at $k=(N+1)/2$. The maxima and the ratios are

$$N\ \text{even}:\ \ ri\,\frac{N(N+2)}8,\quad \text{ratio}\ \frac{4(N+1)}{N+2};\qquad
N\ \text{odd}:\ \ ri\,\frac{(N+1)^2}8,\quad \text{ratio}\ \frac{4N}{N+1}.$$

Both ratios lie below 4 and tend to it as $N$ grows. They are 3.00 for $N=3$, 3.33 for $N=4$, 3.78 for $N=16$ and 3.97 for $N=128$. For $N=1024$, with $ri=60$ nV, the maxima are $524\,800\times60$ nV $=31.49$ mV and $131\,328\times60$ nV $=7.88$ mV, with ratio 3.996. The continuous line is thus accurate to about 0.1 % for the ratio, and the following sections use it for the formulas. The maximum drops quoted there in millivolts come from solving Kirchhoff's current equations for all 1024 cells.

## Sources that are not ideal

**Driver resistance.** Let each driver have an internal resistance $R_d$. A single driver carries $I$ and loses $R_dI$ before the line begins. Each of two drivers carries $I/2$ and loses $R_dI/2$. These losses shift the whole profile, so

$$\frac{u_{1,\max}}{u_{2,\max}}=\frac{RI/2+R_dI}{RI/8+R_dI/2}=\frac{4(R+2R_d)}{R+4R_d}.$$

The ratio falls from 4 for $R_d\ll R$ to 2 for $R_d\gg R$, where only the sharing of the current helps. With $R_d=1$ kΩ, the drops are 41.7 mV and 13.0 mV, and the ratio is 3.2.

**Unequal sources.** Let the right source lie below the left one by $\delta\ge0$, and keep measuring the drop from the left source. The right-hand condition becomes $u(1)=\delta$, so $B=RI/2+\delta$. Define $s_*=1/2+\delta/(RI)$. Then $B=RI\,s_*$ and

$$u(s)=RI\left(s_*s-\frac{s^2}{2}\right).$$

The slope vanishes at $s=s_*$, which lies on the line if $\delta\le RI/2$. The maximum is

$$u_{\max}=\frac{RI}{2}s_*^2=\frac{RI}{8}\left(1+\frac{2\delta}{RI}\right)^2 .$$

At $\delta=RI/2$ this equals $RI/2$: the right source then supplies no current and might as well be absent. For larger $\delta$ the drop rises all the way to the right end, where it equals $\delta$. A source that can absorb current then makes the largest drop worse than with one driver.

For $\delta=10$ mV, $2\delta/(RI)=0.318$, and the maximum grows from 7.9 mV to 13.7 mV. The ratio is only 2.3. The sign matters: if the right source lies 10 mV above the left one, the same formula with $\delta=-10$ mV gives a largest drop below the left source of 3.7 mV and a ratio of 8.6. For the factor four to hold for the leakage drops, the mismatch has to be small compared with $RI/2=31$ mV, not merely with the drive voltage.

**One driver and a strap.** The far end may instead be fed from the same ideal driver through a second wire of resistance $R_s$ that has no cells on it. The current entering at the right is $-J(1)=I(1-s_*)=I/2-\delta/R$, and $\delta$ is the drop it causes in the strap:

$$\delta=R_s\left(\frac I2-\frac\delta R\right)\quad\Longrightarrow\quad \frac{2\delta}{RI}=\frac{R_s}{R+R_s}.$$

Inserting this into the maximum gives the ratio

$$\frac{u_{1,\max}}{u_{2,\max}}=\frac{4}{\left(1+\frac{R_s}{R+R_s}\right)^2}=4\left(\frac{R+R_s}{R+2R_s}\right)^2 .$$

It is 4 for a strap of negligible resistance, $16/9$ for a strap as resistive as the line, and 1 when $R_s\to\infty$.

## Loads that are not uniform

**Leakage crowded near one driver.** Keep the total $I$, but spread it over the left half only. The leakage per unit $s$ is $2I$ for $s<1/2$ and zero beyond.

With one driver, $J=I-2Is$ up to the middle and zero afterwards. The maximum drop is

$$R\int_0^{1/2}(I-2Is)\,ds=RI\left(\frac12-\frac14\right)=\frac{RI}{4}.$$

With two drivers, let $J_0$ enter from the left. Then $J=J_0-2Is$ in the left half and $J=J_0-I$ in the right half. Equal sources require $\int_0^1J\,ds=0$, that is

$$J_0-\frac I4-\frac I2=0,\qquad J_0=\frac{3I}{4}.$$

The current vanishes at $s=3/8$, and the maximum drop is

$$R\int_0^{3/8}\left(\frac{3I}{4}-2Is\right)ds=RI\left(\frac{9}{32}-\frac{9}{64}\right)=\frac{9RI}{64}.$$

The ratio is $16/9\approx1.8$, with drops of 15.8 mV and 8.9 mV. The second driver helps less because most of the load was already close to the first. The ratio thus depends on where the leakage sits, and it can also exceed four. With all the leakage in the far half, a single driver gives $RI/2+RI/4=3RI/4$, while two drivers give the mirror image of the profile above, again with maximum $9RI/64$. The ratio is then $16/3\approx5.3$.

**A selected cell.** While a cell is being written it draws a current $I_s$ much larger than the leakage. Let it sit at $s_0$. The equations are linear, so its drop adds to that of the leakage.

With one driver, $I_s$ flows from $0$ to $s_0$ and adds $RI_ss_0$ at all points beyond. The worst place is the open end, $s_0=1$, with the total $RI_s+RI/2$.

With two equal drivers, the current $I_s$ divides so that both paths have the same drop at the cell. The left path has resistance $Rs_0$ and carries $(1-s_0)I_s$; the added drop is largest at the cell itself, where it is $RI_ss_0(1-s_0)$. This is at most $RI_s/4$, reached at $s_0=1/2$, where the leakage drop also peaks. Hence

$$\frac{u_{1,\max}}{u_{2,\max}}=\frac{RI_s+RI/2}{RI_s/4+RI/8}=4 .$$

For a write current that does not depend on voltage, the factor four survives as a statement about the worst position of the selected cell, which moves from the open end to the middle. For a selected cell at a fixed position, the drop caused by its own current falls from $RI_ss_0$ to $RI_ss_0(1-s_0)$, a gain of $1/(1-s_0)$. This is 2 in the middle and close to 1 near the left driver, where the second driver hardly helps.

For $I_s=50$ μA, a rough value for a write pulse, $RI_s=307$ mV. The worst drops are 339 mV and 85 mV. The write current therefore matters about ten times more than the leakage on this line. If the selected cell is meant to see 3.0 V, twice the half-select bias of 1.5 V assumed below, the word line alone takes 11 % of it with one driver and 2.8 % with two.

## Leakage that depends on voltage

A real half-selected cell leaks less when its voltage is lower. Write the leakage per unit $s$ as $I\varphi(u)$, where $\varphi(0)=1$ and $\varphi$ is positive and does not increase with $u$. The line equation becomes $-u''=RI\varphi(u)$, with primes for derivatives in $s$.

Every load in the line lowers the voltage or leaves it unchanged, and no load now exceeds its constant-current value. The drops found with constant leakage are therefore upper bounds, for one driver and for two.

The ratio of the maxima is also bounded: it cannot exceed 4. Two equal drivers still give a symmetric profile. To see this, let $w$ be the difference of two solutions $u_a$ and $u_b$ with the same end values. Multiplying the difference of their equations by $w$ and integrating by parts gives

$$\int_0^1 w'^2\,ds=RI\int_0^1 w\,[\varphi(u_a)-\varphi(u_b)]\,ds\le0,$$

since $\varphi$ does not increase. So $w'=0$, and $w=0$ because it vanishes at the ends. The solution is unique and must equal its mirror image.

Now stretch the left half of this profile to full length and multiply it by four: $v(s)=4u_2(s/2)$. Two derivatives bring a factor $1/4$, which cancels the four, so

$$-v''=RI\varphi(v/4)\ge RI\varphi(v),\qquad v(0)=0,\quad v'(1)=0 .$$

The singly driven profile obeys $-u_1''=RI\varphi(u_1)$ with the same end conditions. Let $w=u_1-v$, and let $w_+$ equal $w$ where $w>0$ and zero elsewhere. Multiplying $-w''\le RI[\varphi(u_1)-\varphi(v)]$ by $w_+$ and integrating by parts gives

$$\int_0^1 (w_+')^2\,ds\le RI\int_0^1w_+\,[\varphi(u_1)-\varphi(v)]\,ds\le0 ,$$

because $u_1>v$ wherever $w_+$ is not zero. Hence $w_+=0$ and $u_1\le v$ everywhere, so $u_{1,\max}\le4u_{2,\max}$.

For a number, take a selector whose current follows a hyperbolic sine, $\varphi(u)=\sinh[(V_h-u)/V_0]/\sinh(V_h/V_0)$, with a half-select bias $V_h=1.5$ V and a scale $V_0=0.20$ V. The cell currents were computed from the drops, and the drops from the currents, in turn until they stopped changing. With leakage alone, the maxima are 28.0 mV and 7.6 mV, and the ratio is 3.7. The far cell of the singly driven line leaks 8.7 nA instead of 10 nA. The singly driven line gains more from this relief because its drop is larger, and this lowers the ratio.

With the 50 μA cell added at its worst position, the maxima are 319 mV and 83 mV, with ratio 3.8. Most of the drop now comes from the write current, which was held constant at its assumed value; the hyperbolic sine was used only for the half-selected cells. A write current that falls with the cell voltage lowers the ratio further. An ohmic selected cell of 60 kΩ, which draws 50 μA at 3.0 V, gives 290 mV and 81 mV, with ratio 3.6. A selected cell that follows the same hyperbolic sine, scaled to 50 μA at 3.0 V, gives 158 mV and 63 mV, with ratio 2.5.

## The model beside a real line

Molybdenum enters through its resistance. The resistivity used is above that of the bulk metal, roughly 5 μΩ cm, because surfaces and grain boundaries scatter electrons in narrow wires. With a temperature coefficient of 0.003 K⁻¹ from 300 K, also a rough value, operation at 358 K (85 °C) raises the leakage drops to 37.0 mV and 9.3 mV if each cell still leaks 10 nA. This coefficient is on the high side: scattering at surfaces and grain boundaries adds a resistivity that hardly depends on temperature. Dividing the slope of the bulk metal, about 0.025 μΩ cm/K, by 12 μΩ cm gives 0.002 K⁻¹, and drops of about 35 mV and 8.8 mV. The ratio does not change in either case, since $R$ cancels.

The line's own heating is small. With one driver and the far cell selected, the wire dissipates 18.7 μW. If this heat leaves straight down through 100 nm of oxide with conductivity 1.4 W/(m K), the conductance per length is $1.4\times20/100=0.28$ W/(m K), and the mean steady temperature rise is 1.6 K. This is an overestimate for such an oxide layer, because the line is much narrower than the oxide is thick and heat also spreads sideways. Heat made in the cells is not included. The current density at the driver is then 7.5 MA/cm², so electromigration needs a separate check. From leakage alone it is 1.3 MA/cm², and two drivers halve that.

In the examples above, crowding all the leakage into the half near one driver lowers the ratio to 1.8, a second source 10 mV below the first lowers it to 2.3, and a driver resistance of 1 kΩ lowers it to 3.2. Voltage-dependent leakage moves it to 3.7, and the finite number of cells hardly at all. Drops on the bit lines and the switching transient are outside the model; a second word-line driver does nothing for the resistance of the bit lines. For the largest leakage drop on a line of many cells, the factor four is a good approximation when the two source voltages differ by a very small fraction of $RI/2$, the driver resistance is very small compared with $R/4$, and the leakage is nearly uniform and nearly independent of voltage. It is not the gain at every cell.
